# Sensitivity of Kinetic Growth Simulations from Event Counts and Integrated Propensities

## One site

Take one adsorption site, empty at time zero. An atom lands on it at rate $k$, after which it is blocked. Let $F=1$ if the site is still empty at time $t$, and $F=0$ otherwise. Then $E[F]=e^{-kt}$ and

$$\frac{\partial E[F]}{\partial\ln k}=k\frac{\partial}{\partial k}e^{-kt}=-kt\,e^{-kt}.$$

The same number can be read from trajectories run at the single value $k$. Let $N$ be the number of landings up to $t$ (zero or one), and let $A$ be the landing propensity integrated over time: $A=k\tau$ if the atom lands at $\tau<t$, and $A=kt$ if none lands. The means agree,

$$E[N]=1-e^{-kt},\qquad E[A]=k\int_0^t e^{-ks}\,ds=1-e^{-kt},$$

because the propensity at time $s$ is $k$ with probability $e^{-ks}$ and zero otherwise. When $F=1$, $N=0$ and $A=kt$. Hence

$$\mathrm{Cov}(F,N-A)=E[F(N-A)]=-kt\,e^{-kt},$$

which is the derivative. The count alone gives $\mathrm{Cov}(F,N)=-e^{-kt}(1-e^{-kt})$, a different number.

The interval after the last event matters. If it is dropped, $A$ becomes $A'=k\tau$ for a landing and zero otherwise. Then $F(N-A')=0$ on every path, while $E[N-A']=kt\,e^{-kt}$, since the dropped part has that mean. The covariance becomes $-kt\,e^{-2kt}$, too small in magnitude by the factor $e^{-kt}$.

## General statement

A finite growth cell has states $x$ and event channels $r$ with propensities $a_r(x)$, the probabilities per unit time. Class $j$ collects the channels proportional to one rate constant $k_j>0$. Its total propensity is $a_j(x)=k_jg_j(x)$, with $g_j$ independent of $k_j$. For lone-atom hops, $k_j$ is the hop rate per direction and $g_j$ counts the allowed hops. Define

$$N_j=\text{number of class-}j\text{ events up to }t,\qquad A_j=\int_0^t a_j(X_s)\,ds,\qquad M_j=N_j-A_j .$$

For an observable $F$ of the path,

$$\boxed{\;\frac{\partial E[F]}{\partial\ln k_j}=\mathrm{Cov}(F,M_j)\;}$$

under these conditions: the other rate constants and the initial distribution do not depend on $k_j$; $F$ is a fixed function of the path, with no $k_j$ written into it; rates are bounded; and $|F|$ grows at most as a power of the number of events. The horizon $t$ is a fixed physical time; random stopping is treated below.

## Derivation from the path density

In state $x$ the probability of no event during a time $s$ is $e^{-a_{\rm tot}(x)s}$, with $a_{\rm tot}=\sum_r a_r$. The density for channel $r$ to fire after a wait $s$ is $a_r(x)e^{-a_{\rm tot}(x)s}$. Multiplying these factors, and the survival factor of the last interval, gives the density of a path with $n$ events:

$$p=p_0(x_0)\prod_{i=1}^{n}a_{r_i}(x_{i-1})\;\exp\!\Big[-\int_0^t a_{\rm tot}(X_s)\,ds\Big].$$

Replace $k_j$ by $ck_j$. Each class-$j$ event contributes a factor $c$, and the exponent changes by $-(c-1)A_j$, with $A_j$ evaluated at the original rate. The ratio of new to old density is

$$W_c=c^{N_j}e^{-(c-1)A_j},\qquad E_{ck_j}[F]=E_{k_j}[F\,W_c].$$

Since $\partial W_c/\partial\ln c=(N_j-cA_j)W_c$, differentiation at $c=1$ gives

$$\frac{\partial E[F]}{\partial\ln k_j}=E[F\,M_j].\tag{1}$$

Taking the derivative inside the mean needs a bound that is uniform in $c$. Let $a_j\le R$ and $a_{\rm tot}\le R_{\rm tot}$. For $\tfrac12\le c\le2$,

$$|N_j-cA_j|\,W_c\le(N_j+2Rt)\,2^{N_j}e^{Rt/2}.$$

The trajectory can be generated by proposing events at constant rate $R_{\rm tot}$ and accepting each with probability $a_{\rm tot}/R_{\rm tot}$. The number of events is therefore at most a Poisson number of mean $R_{\rm tot}t$. Such a number has finite means of $2^n$ times any power of $n$, so the bound times $|F|$ is integrable and dominated convergence applies.

Put $F=1$ in (1). The left side vanishes, so $E[M_j]=0$. Then $E[FM_j]=E[FM_j]-E[F]E[M_j]=\mathrm{Cov}(F,M_j)$, which is the boxed result.

## The same result from the master equation

For a function $f$ of the final state, define $v(x,t)=E_x[e^{uN_j+wA_j}f(X_t)]$, where the path starts in $x$. During the first interval $dt$, a class-$j$ event multiplies the weight by $e^u$, and residence multiplies it by $1+w\,a_j(x)\,dt$. With $x_r$ the state after event $r$,

$$\partial_tv(x)=\sum_{r\notin j}a_r\,[v(x_r)-v(x)]+\sum_{r\in j}a_r\,[e^uv(x_r)-v(x)]+w\,a_j\,v(x).$$

Set $e^u=c$ and $w=-(c-1)$. Because $a_j=\sum_{r\in j}a_r$, the last two terms combine to $\sum_{r\in j}c\,a_r[v(x_r)-v(x)]$. This is the unweighted equation with $k_j$ replaced by $ck_j$, so the likelihood ratio is recovered without path densities. Separate derivatives in $u$ and $w$ at zero give $E[fN_j]$ and $E[fA_j]$ without sampling noise, if the cell is small enough for the equation to be solved.

## Explicit dependence and score variance

If $F$ contains $k_j$, the product rule adds a term:

$$\frac{\partial E[F]}{\partial\ln k_j}=\mathrm{Cov}(F,M_j)+E\!\left[\frac{\partial F}{\partial\ln k_j}\right]_{\rm path\ fixed}.\tag{2}$$

The integrated propensity is such an observable, since $\partial A_j/\partial\ln k_j=A_j$ on a fixed path. The count $N_j$ is not. As $E[N_j]=E[A_j]$ for every $k_j$, their derivatives agree:

$$\mathrm{Cov}(N_j,M_j)=\mathrm{Cov}(A_j,M_j)+E[A_j].$$

Moving the first term on the right to the left gives

$$\mathrm{Var}(M_j)=E[A_j]=E[N_j].\tag{3}$$

The Cauchy–Schwarz inequality then bounds the sensitivity of an observable without explicit dependence:

$$\left|\frac{\partial E[F]}{\partial\ln k_j}\right|\le\mathrm{sd}(F)\sqrt{E[N_j]} .$$

A class that rarely fires thus has a small logarithmic sensitivity when $\mathrm{sd}(F)$ is moderate. A class that fires often may have a large one, but need not; its score is noisy in either case.

## Scaling all rates, and stopping at a coverage

Multiplying every rate constant by $c$ multiplies the generator by $c$, so the state distribution at $t$ becomes the original one at $ct$. For a function $f$ of the final state, differentiation at $c=1$ gives

$$\sum_j\frac{\partial E[f]}{\partial\ln k_j}=t\,\frac{dE[f]}{dt}.\tag{4}$$

Growth runs may instead stop at the $n$-th landing, at a random time $\tau$. The path density then ends with that event, and the formula holds with $N_j$ and $A_j$ taken up to $\tau$, provided the weights remain integrable. To see that they do, suppose an atom lands on each empty site at rate $\Phi$ in an initially empty cell of $L\ge n$ sites. Before the stop the total landing rate is at least $\Phi(L-n+1)$, so $E[e^{q\tau}]$ is finite for small $q>0$. For $|c-1|\le\epsilon$ we have $W_c\le(1+\epsilon)^{N_j}e^{\epsilon R\tau}$. Define $\delta$ by $1+\delta=(1+\epsilon)^2$. Since $(1+\delta)^{N_j}e^{-\delta A_j}$ is itself a likelihood ratio, its mean is at most one, and the Cauchy–Schwarz inequality gives

$$E\big[(1+\epsilon)^{N_j}e^{\epsilon R\tau}\big]\le\Big(E\big[e^{(\delta+2\epsilon)R\tau}\big]\Big)^{1/2},$$

which is finite for small $\epsilon$. Powers of $N_j$ and $\tau$ are absorbed by a slightly larger $\epsilon$.

With this stopping rule the sequence of states depends on ratios of rates alone. For an observable of the final state the sum in (4) is therefore zero. The landing count equals $n$ on every path and has no covariance with anything, so the flux sensitivity is $-\mathrm{Cov}(f,A_{\rm land})$.

## Estimator

In each step, draw the waiting time, cut it at the horizon if necessary, add $a_j$ times the time spent to $A_j$, and then carry out the event if it falls before the horizon. From $m$ independent runs form

$$\hat C=\frac1m\sum_{i=1}^m(F_i-\bar F)(M_i-\bar M).$$

With $\mu=E[F]$ this equals the average of $(F_i-\mu)M_i$ minus $(\bar F-\mu)\bar M$. The subtracted term has mean $\mathrm{Cov}(F,M)/m$, so dividing by $m-1$ instead of $m$ removes the bias. To leading order in $1/m$ the standard error is $\sigma/\sqrt m$, where $\sigma$ is the standard deviation of $(F-\mu)M$, called the noise per run below.

Enlarging the cell need not reduce $\sigma$. Suppose the cell spans many correlation lengths and $F$ is a density, such as chains per site. Then $\mathrm{sd}(F)$ scales as $L^{-1/2}$ and $\mathrm{sd}(M)$ as $L^{1/2}$. If the two are also jointly Gaussian with covariance $C$, then $\sigma^2=\mathrm{Var}(F)\mathrm{Var}(M)+C^2$, which does not fall with $L$. Once the cell is that large, precision comes from more runs, not from a larger cell.

## Worked example: atoms in a surface trough

Atoms land on a periodic trough of 12 sites, at $\Phi=0.01\ \mathrm{s^{-1}}$ per empty site. A lone atom hops to either side; an atom with an occupied neighbour is immobile. The observable $f$ is the number of separate chains after 20 s, a single atom counting as a chain. At 360 K, $k_BT=0.03102$ eV. A barrier of 0.80 eV and a prefactor of $5\times10^{10}\ \mathrm{s^{-1}}$ give

$$h=5\times10^{10}\,e^{-0.80/0.03102}\ \mathrm{s^{-1}}=0.316\ \mathrm{s^{-1}}$$

per direction. Hops conserve atoms, so the coverage obeys $\dot\theta=\Phi(1-\theta)$ and reaches $1-e^{-0.2}=0.181$. The master equation gives 1.419 chains per cell. With a site spacing of 0.28 nm the cell is 3.36 nm long, so this is 422 chains per µm.

For the hop rate, the two parts of the covariance are

$$\mathrm{Cov}(f,N)-\mathrm{Cov}(f,A)=2.4287-2.5951=-0.1664 .$$

Direct differentiation of the master-equation mean also gives $-0.1664$, or $-49.5$ chains per µm per unit of $\ln h$. Sampling 400,000 trajectories gives $-0.171\pm0.003$, which is 1.5 standard errors away. The count alone has the wrong sign: runs with many hops tend to end with many chains. The association has two sources. Runs in which more atoms land tend to have both more hops and more chains. Among runs with equal numbers of atoms it is weaker but persists, probably because lone atoms are chains themselves and also supply the hops. Subtracting the integrated propensity removes this association. What remains is negative, in keeping with the fact that a hop leaves the number of chains unchanged or lowers it by one.

The flux sensitivity at fixed time is 0.794. Its sum with the hop sensitivity is 0.627, equal to the separately computed $t\,dE[f]/dt$, as (4) requires. The sampled score variance is $8.24\pm0.02$, against a mean hop count of 8.26. The bound from (3) is 2.13, about 13 times the actual hop sensitivity, so it is a poor estimate here.

Explicit dependence is not a small correction. The mean hop count has logarithmic derivative 6.94. The covariance of $A$ with the score is $-1.32\pm0.03$; adding $E[A]$ as in (2) gives $6.95\pm0.03$.

### Number of runs

The noise per run is 2.07 with $f$ centred and 5.31 for the plain product $fM$. Both estimators have the same limit, but for equal error the plain one needs $(5.31/2.07)^2\approx6.6$ times as many runs. A 10% standard error, relative to the sensitivity, needs about $(2.07/0.0166)^2\approx1.6\times10^4$ centred runs.

With $h$ ten times larger and all else fixed, the mean hop count is 51.3, the sensitivity is $-0.111$ and the noise is 2.92. The same relative error now needs about $(2.92/0.0111)^2\approx7\times10^4$ runs, each with more events. The noise grew by a factor of 1.4, less than the factor $\sqrt{51.3/8.26}\approx2.5$ by which the score spread grew. These fast-hop numbers belong to the 12-site ring and are not converged in cell size, since a lone atom now spreads over about $\sqrt{2\cdot3.16\cdot20}\approx11$ sites. The sensitivity per site is $-0.0092$ for 12 sites and $-0.0149$ for 18 sites, still changing, against $-0.0139$ at the original rate. The smaller magnitude at fast hopping is therefore an effect of the short ring. For 18 sites the noise grows by a factor of about 1.7 and about $4\times10^4$ runs are needed.

When growth stops at the third landing, the hop and flux sensitivities are $-0.1456$ and $+0.1456$. From the same 300,000 runs the samples give $-0.141\pm0.004$ and $0.147\pm0.002$. As the two must cancel, the flux estimate with its sign reversed also measures the hop sensitivity, here with half the standard error.

### Barrier and temperature

Let $S$ be the hop sensitivity at fixed time. From $\ln h=\ln\nu-E_b/k_BT$, with the prefactor $\nu$ and the flux held constant, and with $T$ fixed in the first formula and $E_b$ fixed in the second,

$$\frac{\partial E[f]}{\partial E_b}=-\frac{S}{k_BT}=\frac{0.1664}{0.03102\ \mathrm{eV}}=5.37\ \mathrm{eV^{-1}},$$

$$\frac{dE[f]}{dT}=\frac{S\,E_b}{k_BT^2}=-0.0119\ \mathrm{K^{-1}}.$$

Raising the barrier by 0.02 eV changes $\ln h$ by $-0.64$. The linear prediction is $+0.107$ chains; the full recalculation gives $+0.100$. The linear value is between 7% and 8% too large relative to the full change, because the sensitivity itself varies with $h$.

### The real surface

The parameters are rough values for platinum atoms in the troughs of missing-row Pt(110). The prefactor is uncertain together with the barrier. Among the effects sized here, the 0.02 eV barrier error is the largest, at 7% of the chain number.

Double jumps with a rough extra barrier of 0.08 eV change the chain number by $-0.027$ and the hop sensitivity to $-0.176$, where single and double jump rates are scaled together. The model ignores 0.22 landings per cell on occupied sites; if those atoms slid to the chain ends instead, the changes would be $-0.011$ chains and a sensitivity of $-0.159$. Detachment from chain ends, with an assumed extra barrier of 0.30 eV, is estimated at no more than $7\times10^{-4}$ events per cell. That barrier is poorly known and may be lower. With 0.20, 0.10 or 0.07 eV the chain number rises by 0.001, 0.030 or 0.072, and the sensitivity, with hop and detachment rates scaled together, becomes $-0.166$, $-0.145$ or $-0.116$. At the original hop rate a 14-site cell gives the same chain density to four digits; at the tenfold rate it does not.

Motion of dimers and longer chains as a whole, interactions and exchange between troughs, and changes of the reconstruction as troughs fill are left out and not sized. The chain densities are therefore results of this model, not predictions for platinum. The covariance formula would apply equally to a richer event list that meets its conditions. The main values for the 12-site model are collected in the numerical output below.

## Computed values

```
sites 12; temperature 360 K; time 20 s
barrier 0.80 eV; prefactor 5.0e+10 1/s
flux 0.010 per site per s; site spacing 0.28 nm
thermal energy 0.03102 eV
hop rate per direction 0.3158 1/s; hop/flux 31.58
final coverage 0.1813 atoms per site
trajectories at fixed time 400000
mean chains: master eq. 1.41860, sampled 1.41941
chain density 422.2 per um of trough
mean hops = mean integrated propensity 8.2621
Cov(chains, hop count) 2.42867
Cov(chains, integrated hop propensity) 2.59512
their difference -0.16644
d chains/d ln hop rate, master eq. -0.16644
same, sampled covariance -0.17125 +- 0.00327
same, per um of trough -49.54
d chains/d ln flux, master eq. 0.79382
same, sampled covariance 0.79399 +- 0.00198
d chains/d ln time, master eq. 0.62738
sampled score variance 8.2409 +- 0.0239
sd of chains 0.7427; bound on hop slope 2.1347
noise per run: centred 2.0710, plain 5.3101
d mean hops/d ln hop rate, master eq. 6.9437
Cov(N, M) 6.9232 +- 0.0356
Cov(A, M) alone -1.3177 +- 0.0287
E[A] + Cov(A, M) 6.9472 +- 0.0290
10x hop rate: mean hops 51.265
10x: score variance 51.302 +- 0.384
10x: slope -0.11076, sampled -0.10003 +- 0.01191 (60000 runs)
10x: centred noise per run 2.9162
stop at atom 3: mean chains 2.16858 (300000 runs)
stop: hop slope -0.14564, sampled -0.14091 +- 0.00379
stop: flux slope 0.14564, sampled 0.14747 +- 0.00187
d chains/d barrier 5.3652 1/eV; direct 5.3652
d chains/d T -0.011923 1/K; direct -0.011923
barrier +0.02 eV: linear 0.1073, full 0.0998 chains
double jumps: extra barrier 0.08 eV, rate ratio 0.0759
double jumps: chains change -0.0270, slope becomes -0.1756
landings on occupied sites 0.2248 per cell
if they slide to chain ends: change -0.0108, slope becomes -0.1586
end detachment: extra barrier 0.30 eV, at most 6.89e-04 events per cell
chains per site: 12 sites 0.11822, 14 0.11822
hop slope per site: 12 sites -0.01387, 14 -0.01386
```
